# Polarizability Is Not Universally Proportional to Atomic Volume: a numerical check

```python
"""
Result under test: polarizability alpha is not universally proportional to
the volume V = <r^3>. Free one-electron ions of nuclear charge Z have
V = 15/(2 Z^3) and alpha = 9/(2 Z^4), in Hartree atomic units.
Hydrogen in a hard sphere of radius R has alpha ~ V^(4/3) only as R -> 0.
C6 is the dispersion coefficient of two identical systems.
u denotes r times a radial wavefunction; gaps are dipole excitation energies.
"""
import numpy as np
import sympy as sp
from numpy.polynomial import legendre as leg
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal, solve_banded


def radial_matrices(Z, R, size=40):
    """Polynomial basis vanishing at the origin and at the wall."""
    t, weight = leg.leggauss(size + 6)
    x = (t + 1) / 2
    r = R * x
    w = weight * R / 2
    P = leg.legvander(t, size - 1)
    dP = leg.legval(t, leg.legder(np.eye(size))).T
    edge = (x * (1 - x))[:, None]
    phi = edge * P
    dphi = ((1 - 2 * x)[:, None] * P + 2 * edge * dP) / R

    def matrix(f):
        return phi.T @ ((w * f)[:, None] * phi)

    overlap = matrix(np.ones_like(r))
    kinetic = 0.5 * dphi.T @ (w[:, None] * dphi)
    h_s = kinetic - Z * matrix(1 / r)
    h_p = h_s + matrix(1 / r**2)
    return overlap, h_s, h_p, matrix(r), matrix(r**2), matrix(r**3)


def solve_atom(Z, R):
    S, h_s, h_p, r1, r2, r3 = radial_matrices(Z, R)
    e_s, c_s = eigh(h_s, S)
    e_p, c_p = eigh(h_p, S)
    ground = c_s[:, 0]
    gaps = e_p - e_s[0]
    z_squared = (c_p.T @ r1 @ ground)**2 / 3
    strength = 2 * gaps * z_squared
    a, b = gaps[:, None], gaps[None, :]
    c6 = 1.5 * np.sum(np.outer(strength, strength) / (a * b * (a + b)))
    return dict(E=e_s[0], r2=ground @ r2 @ ground, V=ground @ r3 @ ground,
                alpha=np.sum(strength / gaps**2), C6=c6,
                gaps=gaps, strength=strength)


def finite_difference_atom(Z, R, points=3000):
    """Volume and response from a uniform grid, without excited states."""
    h = R / (points + 1)
    r = h * np.arange(1, points + 1)
    diagonal = 1 / h**2 - Z / r
    off = np.full(points - 1, -0.5 / h**2)
    energy, vector = eigh_tridiagonal(diagonal, off, select='i',
                                      select_range=(0, 0))
    u0 = vector[:, 0] / np.sqrt(h)
    band = np.zeros((3, points))
    band[0, 1:] = off
    band[1] = diagonal + 1 / r**2 - energy[0]
    band[2, :-1] = off
    u1 = solve_banded((1, 1), band, -r * u0)
    return h * np.sum(r**3 * u0**2), -2 * h * np.sum(u0 * r * u1) / 3


def local_exponent(R, step=0.01):
    low = solve_atom(1, R * np.exp(-step))
    high = solve_atom(1, R * np.exp(step))
    return np.log(high['alpha'] / low['alpha']) / np.log(high['V'] / low['V'])


# Symbolic check of the free-ion response and its moments.
r, Z = sp.symbols('r Z', positive=True)
u0 = 2 * Z**sp.Rational(3, 2) * r * sp.exp(-Z * r)
u1 = -u0 * (r / Z**2 + r**2 / (2 * Z))
residual = (-sp.diff(u1, r, 2) / 2 + u1 / r**2 - Z * u1 / r
            + Z**2 * u1 / 2 + r * u0)
assert sp.simplify(residual) == 0
moment2 = sp.integrate(sp.expand(r**2 * u0**2), (r, 0, sp.oo))
moment3 = sp.integrate(sp.expand(r**3 * u0**2), (r, 0, sp.oo))
alpha_symbolic = -sp.Rational(2, 3) * sp.integrate(
    sp.expand(u0 * r * u1), (r, 0, sp.oo))
assert sp.simplify(moment2 - 3 / Z**2) == 0
assert sp.simplify(moment3 - sp.Rational(15, 2) / Z**3) == 0
assert sp.simplify(alpha_symbolic - sp.Rational(9, 2) / Z**4) == 0

# Free ions: boxes are wide and are not scaled copies of each other.
free = {1: solve_atom(1, 30.0), 2: solve_atom(2, 18.0), 7: solve_atom(7, 8.0)}
for charge, atom in free.items():
    assert np.isclose(atom['V'], 7.5 / charge**3, rtol=1e-7)
    assert np.isclose(atom['alpha'], 4.5 / charge**4, rtol=1e-7)
    assert np.isclose(atom['C6'] * charge**6, free[1]['C6'], rtol=1e-5)
hydrogen, nitrogen_ion = free[1], free[7]


def alpha_imaginary(omega):
    return np.sum(hydrogen['strength'] / (hydrogen['gaps']**2 + omega**2))


c6_integral = 3 / np.pi * quad(lambda q: alpha_imaginary(q)**2,
                               0, np.inf, epsabs=1e-10, limit=200)[0]
assert np.isclose(c6_integral, hydrogen['C6'], rtol=1e-6)

# A confined state known in closed form.
confined = solve_atom(1, 2.0)


def node_density(q):
    return q**2 * (1 - q / 2)**2 * np.exp(-q)


node_volume = (quad(lambda q: q**3 * node_density(q), 0, 2)[0]
               / quad(node_density, 0, 2)[0])
assert np.isclose(confined['E'], -1 / 8, atol=1e-8)
assert np.isclose(confined['V'], node_volume, rtol=1e-7)

# Polarizability from the energy in a small field; s-p coupling is
# sufficient for the second derivative with respect to the field.
S, h_s, h_p, r1, _, _ = radial_matrices(1, 2.0)
field = 0.02
coupling = field * r1 / np.sqrt(3)
zero = np.zeros_like(S)
energy_field = eigh(np.block([[h_s, coupling], [coupling, h_p]]),
                    np.block([[S, zero], [zero, S]]), eigvals_only=True)[0]
alpha_field = -2 * (energy_field - confined['E']) / field**2
assert np.isclose(alpha_field, confined['alpha'], rtol=1e-3)

# Scaling under simultaneous changes of charge and wall radius.
v_grid, alpha_grid = finite_difference_atom(2, 1.5)
scaled_reference = solve_atom(1, 3.0)
assert np.isclose(v_grid * 2**3, scaled_reference['V'], rtol=2e-5)
assert np.isclose(alpha_grid * 2**4, scaled_reference['alpha'], rtol=2e-5)

# Kinetic limit: an electron in a sphere without a nucleus.
empty = solve_atom(0, 1.0)
box_volume = 1 / 4 - 3 / (4 * np.pi**2)
box_alpha = 1 / (3 * np.pi**2) + 1 / (4 * np.pi**4)
assert np.isclose(empty['V'], box_volume, rtol=1e-8)
assert np.isclose(empty['alpha'], box_alpha, rtol=1e-8)

radii = [0.05, 1.0, 2.0, 3.0, 4.0, 6.0, 8.0]
table = []
for radius in radii:
    atom = solve_atom(1, radius)
    table.append((radius, atom, local_exponent(radius)))
for atom in [hydrogen, nitrogen_ion] + [row[1] for row in table]:
    lower = 4 * atom['r2']**2 / 9
    upper = 2 * atom['r2'] / (3 * atom['gaps'][0])
    assert lower < atom['alpha'] < upper
assert abs(table[0][2] - 4 / 3) < 0.005
assert all(row[2] > 1 for row in table)

volume_ratio = confined['V'] / hydrogen['V']
linear_alpha = hydrogen['alpha'] * volume_ratio
power_alpha = hydrogen['alpha'] * volume_ratio**(4 / 3)
square_c6 = hydrogen['C6'] * volume_ratio**2
secant = np.log(confined['alpha'] / hydrogen['alpha']) / np.log(volume_ratio)
assert abs(secant - 4 / 3) > 0.03
assert linear_alpha / confined['alpha'] > 1.5
assert (abs(square_c6 / confined['C6'] - 1)
        < abs(linear_alpha / confined['alpha'] - 1))

angstrom3 = (constants.physical_constants['Bohr radius'][0] * 1e10)**3
ion_linear = hydrogen['alpha'] * nitrogen_ion['V'] / hydrogen['V']
print(f"H free: V = {hydrogen['V']:.6f} bohr^3")
print(f"H free: alpha = {hydrogen['alpha']:.6f} bohr^3")
print(f"H free: alpha = {hydrogen['alpha'] * angstrom3:.5f} angstrom^3")
print(f"H free: C6 = {hydrogen['C6']:.5f} hartree bohr^6")
print(f"N6+: Z = {7:d} (dimensionless)")
print(f"N6+: V = {nitrogen_ion['V']:.7f} bohr^3")
print(f"N6+: alpha = {nitrogen_ion['alpha']:.8f} bohr^3")
print(f"N6+: alpha = {nitrogen_ion['alpha'] * angstrom3:.8f} angstrom^3")
print(f"N6+: linear-rule alpha = {ion_linear:.8f} bohr^3")
print(f"N6+: linear/true alpha = {ion_linear / nitrogen_ion['alpha']:.5f}")
print(f"N6+: C6 = {nitrogen_ion['C6']:.8e} hartree bohr^6")
print(f"N6+: (Z fine-structure constant)^2 = {(7 * constants.alpha)**2:.6f}")
print(f"Small sphere: V/R^3 = {empty['V']:.6f} (dimensionless)")
print(f"Small sphere: alpha/R^4 = {empty['alpha']:.6f} bohr^-1")
print(f"Small sphere: alpha/V^(4/3) = "
      f"{empty['alpha'] / empty['V']**(4 / 3):.5f} bohr^-1")
print(f"Free H: alpha/V^(4/3) = "
      f"{hydrogen['alpha'] / hydrogen['V']**(4 / 3):.5f} bohr^-1")
print("Confined H; R: bohr, V and alpha: bohr^3, alpha/V and p: no unit,")
print("alpha/V^(4/3): bohr^-1")
print("R       V             alpha         alpha/V   alpha/V^(4/3)  p")
for radius, atom, exponent in table:
    print(f"{radius:<7.2f} {atom['V']:<13.6e} {atom['alpha']:<13.6e} "
          f"{atom['alpha'] / atom['V']:<9.5f} "
          f"{atom['alpha'] / atom['V']**(4 / 3):<14.5f} {exponent:.4f}")
print(f"R=2 bohr: E = {confined['E']:.6f} hartree")
print(f"R=2 bohr: <r^2> = {confined['r2']:.6f} bohr^2")
print(f"R=2 bohr: lowest dipole gap = {confined['gaps'][0]:.6f} hartree")
print(f"R=2 bohr: V/V_free = {volume_ratio:.6f} (dimensionless)")
print(f"R=2 bohr: alpha = {confined['alpha']:.6f} bohr^3")
print(f"R=2 bohr: alpha = {confined['alpha'] * angstrom3:.6f} angstrom^3")
print(f"R=2 bohr: alpha from finite field = {alpha_field:.6f} bohr^3")
print(f"R=2 bohr: lower bound = {4 * confined['r2']**2 / 9:.6f} bohr^3")
print(f"R=2 bohr: upper bound = "
      f"{2 * confined['r2'] / (3 * confined['gaps'][0]):.6f} bohr^3")
print(f"R=2 bohr: linear-rule alpha = {linear_alpha:.6f} bohr^3")
print(f"R=2 bohr: linear/true alpha = {linear_alpha / confined['alpha']:.4f}")
print(f"R=2 bohr: 4/3-rule alpha = {power_alpha:.6f} bohr^3")
print(f"R=2 bohr: 4/3-rule/true alpha = "
      f"{power_alpha / confined['alpha']:.4f}")
print(f"R=2 bohr to free H: mean exponent = {secant:.4f} (dimensionless)")
print(f"R=2 bohr: C6 = {confined['C6']:.6f} hartree bohr^6")
print(f"R=2 bohr: V^2-rule C6 = {square_c6:.6f} hartree bohr^6")
print(f"R=2 bohr: V^2-rule/true C6 = {square_c6 / confined['C6']:.4f}")
print("all assertions hold")
```

It prints:

```
H free: V = 7.500000 bohr^3
H free: alpha = 4.500000 bohr^3
H free: alpha = 0.66683 angstrom^3
H free: C6 = 6.49903 hartree bohr^6
N6+: Z = 7 (dimensionless)
N6+: V = 0.0218659 bohr^3
N6+: alpha = 0.00187422 bohr^3
N6+: alpha = 0.00027773 angstrom^3
N6+: linear-rule alpha = 0.01311953 bohr^3
N6+: linear/true alpha = 7.00000
N6+: C6 = 5.52408155e-05 hartree bohr^6
N6+: (Z fine-structure constant)^2 = 0.002609
Small sphere: V/R^3 = 0.174009 (dimensionless)
Small sphere: alpha/R^4 = 0.036340 bohr^-1
Small sphere: alpha/V^(4/3) = 0.37407 bohr^-1
Free H: alpha/V^(4/3) = 0.30652 bohr^-1
Confined H; R: bohr, V and alpha: bohr^3, alpha/V and p: no unit,
alpha/V^(4/3): bohr^-1
R       V             alpha         alpha/V   alpha/V^(4/3)  p
0.05    2.161577e-05  2.247790e-07  0.01040   0.37330        1.3326
1.00    1.508708e-01  2.879202e-02  0.19084   0.35848        1.3180
2.00    9.986032e-01  3.425581e-01  0.34304   0.34320        1.2999
3.00    2.622196e+00  1.191706e+00  0.45447   0.32957        1.2811
4.00    4.511018e+00  2.377982e+00  0.52715   0.31904        1.2649
6.00    6.902239e+00  4.058140e+00  0.58795   0.30880        1.2475
8.00    7.437950e+00  4.453965e+00  0.59882   0.30677        1.2408
R=2 bohr: E = -0.125000 hartree
R=2 bohr: <r^2> = 0.874825 bohr^2
R=2 bohr: lowest dipole gap = 1.701019 hartree
R=2 bohr: V/V_free = 0.133147 (dimensionless)
R=2 bohr: alpha = 0.342558 bohr^3
R=2 bohr: alpha = 0.050762 angstrom^3
R=2 bohr: alpha from finite field = 0.342548 bohr^3
R=2 bohr: lower bound = 0.340142 bohr^3
R=2 bohr: upper bound = 0.342863 bohr^3
R=2 bohr: linear-rule alpha = 0.599162 bohr^3
R=2 bohr: linear/true alpha = 1.7491
R=2 bohr: 4/3-rule alpha = 0.305953 bohr^3
R=2 bohr: 4/3-rule/true alpha = 0.8931
R=2 bohr to free H: mean exponent = 1.2773 (dimensionless)
R=2 bohr: C6 = 0.149734 hartree bohr^6
R=2 bohr: V^2-rule C6 = 0.115216 hartree bohr^6
R=2 bohr: V^2-rule/true C6 = 0.7695
all assertions hold
```
